# Coulomb drag between two electron layers in the ballistic regime

## 1. Two drifting fluids

Take two parallel electron layers that can each only drift as a whole, with velocities \(u_1,u_2\) along \(x\). Impurities relax the drifts in times \(\tau_1,\tau_2\), and the Coulomb force between the layers acts as a friction \(\eta(u_1-u_2)\) per area. With electron charge \(-1\), the steady force balances are

\[
0=-n_1E_1-\frac{n_1m u_1}{\tau_1}-\eta(u_1-u_2),\qquad
0=-n_2E_2-\frac{n_2m u_2}{\tau_2}+\eta(u_1-u_2).
\]

Send a current through layer 1 and leave layer 2 open, so that \(u_2=0\). The second equation gives \(E_2=\eta u_1/n_2\), and the current density is \(J_1=-n_1u_1\). Hence

\[
\rho_D\equiv-\frac{E_2}{J_1}=\frac{\eta}{n_1n_2}. \tag{1}
\]

Electrons in layer 2 are pushed along \(u_1\) and accumulate at one end until the field \(E_2\) balances the push. The relaxation times have dropped out. It remains to find \(\eta\), and to see when the drift picture is justified.

**Conventions.** Hartree atomic units are used, with \(\hbar=e=1\) and \(T\) an energy. Both layers are two-dimensional, with parabolic bands of mass \(m\), spin degeneracy 2, Fermi wavenumbers \(k_i\), densities \(n_i=k_i^2/2\pi\), velocities \(v_i=k_i/m\) and Fermi energies \(E_{Fi}=k_i^2/2m\). They are a distance \(d\) apart in a medium of dielectric constant \(\kappa\), without tunnelling. The screening wavenumber is \(q_{TF}=2m/\kappa\). The result to be derived is

\[
\boxed{\rho_D=\frac{\pi^2\zeta(3)}{16}\,\frac{T^2}{E_{F1}E_{F2}\,k_1k_2\,q_{TF}^2\,d^4}} \tag{2}
\]

It is the leading term for \(k_id\gg1\), \(q_{TF}d\gg1\) and \(T\ll v_i/d\), with a mean free path much longer than \(d\) and weak interlayer scattering. A large \(k_Fd\) alone does not give \(d^{-4}\); section 5 shows what happens without the second condition.

## 2. From the Boltzmann equations to the friction coefficient

The force on an electron is \(-\mathbf E_i\), so the steady equations are

\[
-\mathbf E_i\cdot\nabla_{\mathbf k}f_i=-\frac{\delta f_i}{\tau_i}+I_i^{\rm intra}+I_i^{\rm inter},\qquad i=1,2,
\]

with \(\tau_i\) independent of energy. Let \(f\) be the Fermi function. Since \(\partial f/\partial\varepsilon=-f(1-f)/T\), the linearized left side is \(\mathbf E_i\cdot\mathbf v\,f(1-f)/T\). Without interlayer collisions, layer 1 therefore has

\[
\delta f_1=f(1-f)\,\frac{\mathbf k\cdot\mathbf u}{T},\qquad \mathbf u=-\frac{\tau_1\mathbf E_1}{m}.
\]

This is a drifting Fermi distribution. Intralayer collisions do not alter it: their linearized integral contains the change of \(\mathbf k\cdot\mathbf u\) summed over the colliding pair, which vanishes by momentum conservation.

Now multiply the layer-2 equation by \(k_x\) and integrate with \(2\int d^2k/(2\pi)^2\). Integration by parts turns the left side into \(+n_2E_2\). The impurity term is proportional to \(J_2=0\), and the intralayer term vanishes. What remains is \(n_2E_2=F\), where \(F=\eta u\) is the interlayer force per area, which is equation (1) again.

**The collision integral.** Let an electron of layer 1 go from \(\mathbf k_1\) to \(\mathbf k_1'=\mathbf k_1-\mathbf q\) and one of layer 2 from \(\mathbf k_2\) to \(\mathbf k_2'=\mathbf k_2+\mathbf q\). The golden rule gives

\[
F=4\!\int\!\frac{d^2k_1\,d^2k_2\,d^2q}{(2\pi)^6}\,q_x\,2\pi|W|^2\,\delta(\Delta\varepsilon)\,f_1(1-f_1')f_2(1-f_2').
\]

The factor 4 counts spins. There is no exchange term because the layers are distinguishable. Relabelling initial and final states sends \(\mathbf q\to-\mathbf q\), so \(F\) is half the integral of \(q_x\) times the difference between the forward and reverse occupation factors.

In equilibrium these factors are equal. Write \(\delta f_1=f_1(1-f_1)\psi_1\). The relative change of the forward factor is \((1-f_1)\psi_1-f_1'\psi_1'\), and that of the reverse factor is \((1-f_1')\psi_1'-f_1\psi_1\). Their difference is

\[
\psi_1-\psi_1'=\frac{(\mathbf k_1-\mathbf k_1')\cdot\mathbf u}{T}=\frac{\mathbf q\cdot\mathbf u}{T}.
\]

Denoting the equilibrium collision rate, integrated over all variables, by \(\sum R_0\), we get

\[
\eta=\frac1{2T}\sum R_0\,q_x^2=\frac1{4T}\sum R_0\,q^2, \tag{3}
\]

the last step by isotropy. So \(\eta\) is positive.

**What non-drift distortions do.** Let \(g_j\) be functions in either layer that are orthogonal to \(k_x\) with weight \(f(1-f)\), and to each other, with norms \(N_j\). Let \(C_{ab}=\tfrac12\sum R_0\,\Delta g_a\Delta g_b\) be the interlayer collision matrix, with indices 1 and 2 standing for \(k_x\) in the two layers. Then \(C_{12}=-\eta T\), because \(\Delta k_{2x}=-\Delta k_{1x}=q_x\).

To leading order, and with intralayer collisions left out, the amplitude of \(g_j\) is \(-(\tau_j/N_j)C_{j1}\) times the drift amplitude of layer 1. Eliminating it replaces \(C_{12}\) by \(C_{12}-\sum_j\tau_jC_{2j}C_{j1}/N_j\). Since \(C_{2j}=-C_{1j}\), this equals \(-\eta T+\sum_j\tau_jC_{1j}^2/N_j\). The distortions thus reduce the drag, by a relative amount proportional to interlayer rate times relaxation time. Weak coupling means that this product is small.

A solution of the coupled equations with two functions per layer shows this behaviour. In the test system listed first in the numerical output, the drag changes by \(-2.6\times10^{-5}\) for \(\tau_{1,2}=1,3\) and by \(-2.4\times10^{-3}\) for times a hundred times longer, relative to the weak-coupling value. The weak-coupling value itself differs by 0.04% from the response formula derived in section 3, within the asserted tolerance of 1.5%.

## 3. The response formula

Let \(\omega\) be the energy passed to layer 2. For each layer define

\[
S_i(q,\omega)=2\!\int\!\frac{d^2k}{(2\pi)^2}f(\varepsilon_{\mathbf k})[1-f(\varepsilon_{\mathbf k+\mathbf q})]\,\delta(\varepsilon_{\mathbf k}+\omega-\varepsilon_{\mathbf k+\mathbf q}).
\]

Splitting the energy delta function in (3) gives

\[
\eta=\frac1{4T}\int\!\frac{d^2q}{(2\pi)^2}\,q^2\int_{-\infty}^{\infty}\!d\omega\,2\pi|W(q,\omega)|^2S_1(q,-\omega)S_2(q,\omega).
\]

With \(f'=f(\varepsilon+\omega)\), one has \(f'(1-f)=e^{-\omega/T}f(1-f')\), and therefore \(f(1-f')=(f-f')/(1-e^{-\omega/T})\). Let \(\Pi_i\) be the polarization, positive in the static limit, and

\[
B_i=\operatorname{Im}\Pi_i=2\pi\!\int\!\frac{d^2k}{(2\pi)^2}(f-f')\,\delta(\varepsilon_{\mathbf k}+\omega-\varepsilon_{\mathbf k+\mathbf q}),
\]

which is odd in \(\omega\). Then \(S_i(\omega)=B_i(\omega)/[\pi(1-e^{-\omega/T})]\) and

\[
S_1(-\omega)S_2(\omega)=\frac{B_1B_2}{\pi^2(e^{\omega/T}-1)(1-e^{-\omega/T})}=\frac{B_1B_2}{4\pi^2\sinh^2(\omega/2T)}.
\]

The integrand is even in \(\omega\). Collecting factors, \(\frac1{4T}\cdot\frac1{2\pi}\cdot2\pi\cdot2\cdot\frac1{4\pi^2}=\frac1{8\pi^2T}\), so

\[
\rho_D=\frac1{8\pi^2n_1n_2T}\int_0^\infty\!dq\,q^3\int_0^\infty\!d\omega\,\frac{|W|^2B_1B_2}{\sinh^2(\omega/2T)}. \tag{4}
\]

Direct quadrature of the collision integral with a shifted Fermi distribution agrees with this formula to 0.3%, within the asserted tolerance of 1.5%.

**Screened interaction.** Let \(V_{11}=2\pi/\kappa q\) and \(V_{12}=V_{11}e^{-qd}\). In the random-phase approximation (RPA),

\[
W=V_{12}-V_{11}\Pi_1W-V_{12}\Pi_2W_{22},\qquad W_{22}=V_{11}-V_{12}\Pi_1W-V_{11}\Pi_2W_{22}.
\]

Solve the second equation for \(W_{22}\), insert it in the first and multiply by \(1+V_{11}\Pi_2\). The result is

\[
W=\frac{V_{12}}{(1+V_{11}\Pi_1)(1+V_{11}\Pi_2)-V_{12}^2\Pi_1\Pi_2}. \tag{5}
\]

## 4. The limit of low temperature and large separation

**Response.** The delta function in \(B_i\) fixes the component of \(\mathbf k\) along \(\mathbf q\) at \(m\omega/q-q/2\) and contributes a factor \(m/q\). For \(\omega\ll v_iq\) and \(T\ll E_{Fi}\), \(f-f'\to\omega\,\delta(\varepsilon-E_{Fi})\). The transverse integral then has two roots, each contributing \(m/\sqrt{k_i^2-q^2/4}\), so that

\[
B_i=\frac{m}{2\pi q}\,\frac{2m\omega}{\sqrt{k_i^2-q^2/4}}\;\longrightarrow\;\frac{m\omega}{\pi v_iq}\qquad(q\ll k_i). \tag{6}
\]

The factor \(e^{-2qd}\) in \(|W|^2\) restricts \(q\) to about \(1/d\). This is where \(k_id\gg1\) enters: backscattering near \(q=2k_i\) carries a factor \(e^{-4k_id}\). Typical \(\omega\) is a few \(T\), so \(\omega\ll v_iq\) requires \(T\ll v_i/d\).

**Temperature.** Expanding \(1/\sinh^2x=4\sum_n n\,e^{-2nx}\) gives

\[
\int_0^\infty\frac{x^p}{\sinh^2x}dx=4\sum_{n\ge1}\frac{n\,p!}{(2n)^{p+1}}=2^{1-p}p!\,\zeta(p). \tag{7}
\]

With \(\omega=2Tx\), the frequency integral is \(\int_0^\infty\omega^2/\sinh^2(\omega/2T)\,d\omega=8T^3\cdot\pi^2/6=4\pi^2T^3/3\). The prefactor \(1/T\) leaves \(T^2\):

\[
\rho_D=\frac{T^2}{6n_1n_2v_1v_2}\Big(\frac m\pi\Big)^2\int_0^\infty q\,|W|^2\,dq. \tag{8}
\]

Each layer must supply a particle-hole pair, and its response is proportional to \(\omega\sim T\).

**Distance.** The static polarization is \(m/\pi\) for \(q<2k_i\), so \(V_{11}\Pi=q_{TF}/q\) and

\[
W=\frac{2\pi q}{\kappa}\,\frac{e^{-qd}}{(q+q_{TF})^2-q_{TF}^2e^{-2qd}}\;\longrightarrow\;\frac{\pi q}{\kappa q_{TF}^2\sinh qd}. \tag{9}
\]

The arrow keeps \(q_{TF}^2(1-e^{-2qd})\) in the denominator. At small \(q\) this is \(2q_{TF}^2qd\), against a neglected \(2qq_{TF}\), so the condition is \(q_{TF}d\gg1\). From (7) with \(p=3\), \(\int q^3/\sinh^2(qd)\,dq=3\zeta(3)/(2d^4)\). Using \(m/\kappa=q_{TF}/2\),

\[
\rho_D=\frac{T^2}{6n_1n_2v_1v_2}\,\frac{m^2}{\pi^2}\,\frac{\pi^2}{\kappa^2q_{TF}^4}\,\frac{3\zeta(3)}{2d^4}=\frac{\zeta(3)\,T^2}{16\,n_1n_2v_1v_2\,q_{TF}^2d^4}.
\]

Finally \(n_1n_2=k_1^2k_2^2/4\pi^2\) and \(v_1v_2k_1k_2=4E_{F1}E_{F2}\) give (2). Of the four powers of \(1/d\), two come from the area \(q\,dq\) of allowed wavevectors and two from \(|W|^2\), since \(W\propto q/\sinh qd\) scales as \(1/d\) at fixed \(qd\).

## 5. Corrections and a second limit

**Finite screening length.** Put \(x=qd\) and \(y=q_{TF}d\). The next term of the denominator in (9) multiplies \(|W|^2\) by \(1-4x/[y(1-e^{-2x})]\), and \(1/(1-e^{-2x})=(1+\coth x)/2\). By (7), \(\int x^4/\sinh^2x\,dx=3\zeta(4)\). By parts, \(\int x^4\coth x/\sinh^2x\,dx=2\int x^3/\sinh^2x\,dx=3\zeta(3)\). Half their sum, divided by \(3\zeta(3)/2\), is \(1+\zeta(4)/\zeta(3)\), so

\[
\frac{\rho_D}{\rho_D^{(2)}}=1-\frac{4[1+\zeta(4)/\zeta(3)]}{q_{TF}d}+\dots\approx1-\frac{7.60}{q_{TF}d}, \tag{10}
\]

where \(\rho_D^{(2)}\) is the value from (2). The coefficient is large, so \(d^{-4}\) is approached slowly. For any \(y\), (8) and (9) give the static ratio

\[
R(y)=\frac{8y^4}{3\zeta(3)}\int_0^\infty\frac{x^3e^{-2x}\,dx}{[x^2+2xy+y^2(1-e^{-2x})]^2}. \tag{11}
\]

This should replace the bare law at moderate \(q_{TF}d\). The denominator is written so that \(1-e^{-2x}\) can be evaluated without cancellation at small \(x\).

**Weak screening.** If \(k_id\gg1\) but \(q_{TF}d\ll1\), then \(W\approx2\pi e^{-qd}/\kappa q\) for \(q_{TF}\ll q\ll1/d\), and \(\int q|W|^2dq\approx(4\pi^2/\kappa^2)\ln(1/q_{TF}d)\). For \(T\ll v_iq_{TF}\), (8) gives to leading logarithm

\[
\rho_D\simeq\frac{T^2q_{TF}^2}{6n_1n_2v_1v_2}\ln\frac1{q_{TF}d}.
\]

The \(T^2\) survives, but the dependence on distance becomes logarithmic. This limit is reached very slowly: the next term replaces the logarithm by \(\ln(1/q_{TF}d)-1-\gamma-\ln4=\ln(1/q_{TF}d)-2.96\), with \(\gamma\) Euler's constant. The bare logarithm is too large by a factor 5 at \(q_{TF}d=0.1\), where the local exponent in \(d\) is still \(-0.9\), and by 2.4 at 0.01. Use (11) for numbers.

**Dynamic screening.** For identical layers and \(q\ll k_F\), \(\Pi=(m/\pi)[1+i\omega/\sqrt{v^2q^2-\omega^2}]\) when \(\omega<vq\). With \(\nu=\omega/vq\), \(B^2\propto\nu^2/(1-\nu^2)\) and \(|\Pi|^2\propto1/(1-\nu^2)\). Strong screening makes \(|W|^2\propto|\Pi|^{-4}\), so the integrand of (4) acquires a factor \(1-\nu^2\).

At small \(q\) the uncorrected integrand goes as \(q\,dq\), and the correction as \(-(\omega/v)^2dq/q\) between \(\omega/v\) and \(1/d\). Relative to the full integral \(3\zeta(3)/2d^2\), in the same normalization, this is \(-(\omega d/v)^2\ln(v/\omega d)/1.803\). The thermal average of \(\omega^2\) is \(4T^2\cdot3\zeta(4)/(\pi^2/6)\approx7.9\,T^2\), which gives a relative change of about

\[
-4.4\,(Td/v)^2\ln(v/Td)
\]

to leading logarithm. The constant beside the logarithm matters: for strong screening the bracket is \(\ln(v/Td)-0.64\), so at \(Td/v=0.05\) the change is \(-2.6\%\) rather than \(-3.3\%\). The drag then grows more slowly than \(T^2\).

## 6. Worked example

Take round model parameters for identical layers: \(m=0.1\), \(\kappa=10\), \(k_F=0.01\), \(d=1000\) and \(T=5\times10^{-6}\), in atomic units. Then \(E_F=5\times10^{-4}\), \(v_F=0.1\) and \(q_{TF}=0.02\), so that \(k_Fd=10\), \(q_{TF}d=20\), \(T/E_F=0.01\) and \(Td/v_F=0.05\). The separation is 53 nm and the temperature 1.6 K. The ballistic condition asks for relaxation times much longer than \(d/v_F=0.24\) ps.

With \(\zeta(3)=\tfrac23\times1.8031=1.2021\), the prefactor is \(\pi^2\zeta(3)/16=0.7415\), and

\[
\rho_D^{(2)}=0.7415\times\frac{(0.01)^2}{10^2\times20^2}=1.854\times10^{-9}.
\]

One atomic unit of resistance, \(\hbar/e^2\), is 4108 Ω, so the law gives 7.62 μΩ. Static screening at the actual \(q_{TF}d\) lowers this to 5.39 μΩ, and dynamic RPA screening to 5.29 μΩ. The leading law is thus too large by 44% relative to the dynamic value, although every listed ratio looks favourable. Most of the difference is the finite screening length: \(R(20)=0.708\). The first-order factor (10), 0.620, overshoots here; at \(q_{TF}d=100\) the two are 0.928 and 0.924.

The local exponents are 1.96 in \(T\) and \(-3.74\) in \(d\). The second is weaker than \(-4\) because \(R\) rises with \(d\): static screening alone gives \(-3.68\), and the dynamic and finite-\(k_Fd\) corrections bring it back to \(-3.74\). For unequal layers at \(q_{TF}d=2000\) and much lower \(T\), the full integral (4) gives 1.9997 and \(-3.9965\), and 0.9961 of the value from (2), where (10) predicts 0.9962.

The ratio of dynamic to static values falls from 1.006 at \(Td/v_F=0.0125\) to 0.82 at 0.2. Its slight excess over 1 at low \(T\) has the size expected from the square root in (6). That root multiplies the integrand by \(1/(1-q^2/4k_F^2)\), and averaging with the strong-screening weight \(x^3/\sinh^2x\) gives an increase of about 1.1%. With the actual weight at \(q_{TF}d=20\), the integrand of (11), the increase is 0.92%, from which the dynamic correction subtracts about 0.3% at \(Td/v_F=0.0125\).

These dynamic values use the zero-temperature polarization. They leave out thermal smearing of the Fermi edge and any thermally activated response outside the particle-hole continuum. Smearing the edge raises the drag by 0.02% in the example and by 0.5% at \(Td/v_F=0.2\). Here \(q_{TF}/k_F=2\) is not small, so RPA is a model assumption, and correlation beyond it is not estimated. The layers have zero thickness. Infinite square wells 10 nm or 20 nm wide at the same centre-to-centre distance raise the static value by 29% or 71%. Only the Coulomb force between the layers is included. In a real double layer the exchange of phonons can also contribute to the drag, so these values should not be read as the total drag of a device.

## 7. Notes for implementation

- For \(k_id\gg1\) and \(T\) much smaller than both \(v_i/d\) and \(v_iq_{TF}\), use (2) multiplied by (11). At higher \(T\), use (4) with (5).
- At zero-temperature polarization, start the \(q\) integral at the continuum edge \(q=k(\sqrt{1+2m\omega/k^2}-1)\), with \(k\) the smaller Fermi wavenumber, and cluster nodes there.
- If \(B_i\) is computed at finite \(T\) by momentum integration, the node spacing must resolve the width \(mT/k_i\) of the Fermi edge, because for \(\omega\lesssim T\) the difference \(f-f'\) is appreciable only in a strip of about that width.
- If the mean free path \(l\) is not long compared with \(d\), the free-electron \(\Pi_i\) used here no longer applies, and neither does (2). The clean limit is approached slowly. As a model estimate, a number-conserving relaxation-time polarization inserted in (4) raises the drag of the example by about 30% at \(l=10d\) and 9% at \(l=30d\). The excess grows logarithmically on cooling, so at finite \(l\) equation (2) is not the strict \(T\to0\) limit.

## Computed results

```
TESTS (m = kappa = 1, kF = 1.0 and 1.2, d = 2, T = 0.2, a.u.)
eta from collision integral      1.09239e-05 a.u.
eta from response formula        1.09577e-05 a.u.
rho_D coupled equations, weak    3.00294e-04 a.u.
rho_D response formula           3.00413e-04 a.u.
relative shift, tau = 1, 3       -2.558e-05
relative shift, tau = 100, 300   -2.413e-03
integral x^2/sinh^2 x            1.644934
integral x^3/sinh^2 x            1.803085
screening coefficient            7.6016
FAR LAYERS (k1 = 0.01, k2 = 0.015, d = 1e5, T = 3e-9, a.u.)
static / law                     0.99621
dynamic / law                    0.99606
exponent in T, exponent in d     1.9997, -3.9965
EXAMPLE (identical layers)
m, kappa                         0.10, 10.0
kF                               0.0100 1/bohr
density per layer                1.5915e-05 1/bohr^2
EF                               5.000e-04 hartree
vF                               0.100 a.u.
qTF                              0.0200 1/bohr
d                                1000 bohr = 52.92 nm
T                                5.00e-06 hartree = 1.579 K
kF d, qTF d                      10.0, 20.0
T/EF, T d/vF                     0.0100, 0.0500
crossing time d/vF               1.000e+04 a.u. = 0.242 ps
resistance unit hbar/e^2         4108.236 ohm
rho_D asymptotic law             1.8537e-09 a.u. = 7.616 microohm
rho_D static screening           1.3126e-09 a.u. = 5.392 microohm
rho_D dynamic RPA                1.2888e-09 a.u. = 5.295 microohm
static/law, dynamic/law          0.7081, 0.6952
first-order screening factor     0.6199
local exponent in T, in d        1.956, -3.744
qTF d | static/law | first-order factor
   20 | 0.7081 | 0.6199
   50 | 0.8643 | 0.8480
  100 | 0.9283 | 0.9240
  500 | 0.9850 | 0.9848
 2000 | 0.9962 | 0.9962
T (hartree) | T d/vF | dynamic/static at d of the example
1.25e-06 | 0.0125 | 1.0064
2.50e-06 | 0.0250 | 1.0002
5.00e-06 | 0.0500 | 0.9818
1.00e-05 | 0.1000 | 0.9322
2.00e-05 | 0.2000 | 0.8192
```
